# Magnetic fields: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Hydrogen (fixed nucleus, m=0, spin down) in a strong field, atomic units in the code.
# g=B/B0, L=ln g, l=g^(-1/2) magnetic length, binding Eb=lam^2/2 hartree, CE Euler const,
# c0=ln2+CE, U(z)=sqrt(pi/2)/l*erfcx(|z|/(sqrt2 l)) lowest-Landau-level average of 1/r.
# Under test: L = K(lam) - C*l + O(lam^3 l^2), K=lam+2ln lam+2psi(1-1/lam)+ln2+3CE, and
# Eb = L^2/2 - aL + a^2/2 + b + (-a^2-2b+2zeta3)/L, a=2lnL+c0, b=2a+pi^2/3;
# Landau mixing shifts lam by D*l/K'(lam).  Independent roads: quadrature,
# Riccati shooting for y=f'/f in t=ln z, Gaussian diagonalization of the 3D Hamiltonian.
import numpy as np
from math import exp, log, sqrt, pi
from scipy import constants as sc
from scipy.special import erfcx, digamma, polygamma, expn, k0, eval_laguerre, zeta
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

CE = np.euler_gamma
c0 = log(2) + CE
RP = sqrt(pi / 2)

def sU(s):  # z*U(z) at s=z/l
    return s * RP * erfcx(s / sqrt(2))
def K(k):
    return k + 2*log(k) + 2*digamma(1 - 1/k) + log(2) + 3*CE
def dK(k):
    return 1 + 2/k + 2*polygamma(1, 1 - 1/k)/k**2
def lam_matched(L):
    return brentq(lambda k: K(k) - L, 1.001, L + 10, xtol=1e-13)
def run(f, t0, t1, y0):
    r = solve_ivp(f, (t0, t1), y0, method='DOP853', rtol=1e-12, atol=1e-13, max_step=3.0)
    assert r.success
    return r.y[:, -1]
def lam_exact(L):  # shooting on the adiabatic equation
    def mismatch(k):
        f = lambda t, y: [exp(t)*(k*k - y[0]**2) - 2*sU(exp(t + L/2))]
        tm = log(0.3/k)
        return (run(f, -L/2 - 25, tm, [-2*RP*exp(-25)])[0]
                - run(f, log(25/k), tm, [-k])[0])
    g = lam_matched(L)
    return brentq(mismatch, 0.85*g, 1.15*g, xtol=1e-11)
def series(L):
    a = 2*log(L) + c0
    b = 2*a + pi**2/3
    return L*L/2 - a*L + a*a/2 + b, (-a*a - 2*b + 2*zeta(3))/L
def gauss_Eb(g, factors):  # basis exp(-al rho^2 - be z^2), threshold g/2 removed
    bmin = 0.01*lam_matched(log(g))**2
    bs = bmin*1.8**np.arange(int(log(60*g/bmin)/log(1.8)) + 2)
    al = np.repeat(np.array(factors)*g/4, len(bs))
    be = np.tile(bs, len(factors))
    A = al[:, None] + al[None, :]
    B = be[:, None] + be[None, :]
    q = (A - B)/A
    r = np.sqrt(np.maximum(np.abs(q), 1e-30))
    f = np.where(q > 0, (np.log1p(r) - 0.5*np.log(B/A))/r, np.arctan(r)/r)
    qs = np.where(np.abs(q) < 1e-2, q, 0.0)
    f = np.where(np.abs(q) < 1e-2, sum(qs**j/(2*j + 1) for j in range(11)), f)
    S = pi/A*np.sqrt(pi/B)
    H = S*(2*np.outer(al - g/4, al - g/4)/A + 2*np.outer(be, be)/B) - 2*pi*f/A
    n = 1/np.sqrt(np.diag(S))
    S = S*np.outer(n, n)
    H = H*np.outer(n, n)
    w, v = np.linalg.eigh(S)
    X = v[:, w > 1e-11]/np.sqrt(w[w > 1e-11])
    Hp = X.T @ H @ X
    return -np.linalg.eigvalsh((Hp + Hp.T)/2)[0]

# Gaussian-unit constants
m = sc.m_e*1e3; e = sc.e*sc.c*10; hb = sc.hbar*1e7; c = sc.c*1e2
B0 = m*m*e**3*c/hb**3; a0 = hb**2/(m*e*e); Eh = m*e**4/hb**2/(sc.e*1e7)
assert abs(B0/(sc.physical_constants['atomic unit of mag. flux density'][0]*1e4) - 1) < 1e-7
print(f"B0 = {B0:.5e} G, a0 = {a0:.5e} cm, E_h = {Eh:.4f} eV")
print(f"1/alpha^2 = {sc.alpha**-2:.4e}, field there = {B0*sc.alpha**-2:.4e} G")
print(f"C_E = {CE:.5f}, c0 = {c0:.5f}, pi^2/3 = {pi**2/3:.5f}, zeta3 = {zeta(3):.5f}")

# effective potential and Fourier channel elements from their definitions
for s in (0.1, 1.0, 5.0):
    d = quad(lambda r: r*exp(-r*r/2)/sqrt(r*r + s*s), 0, 15, epsabs=1e-12)[0]
    assert abs(d - sU(s)/s) < 1e-8
for n in (0, 1, 2):
    for u in (0.3, 1.5):
        d = quad(lambda r: r*exp(-r*r/2)*eval_laguerre(n, r*r/2)*2*k0(u*r), 0, 15,
                 epsabs=1e-11, limit=200)[0]
        assert abs(abs(d) - exp(u*u/2)*expn(n + 1, u*u/2)) < 1e-7

# inner constant c0 and error constant C: d=2F-G integrated inward from s=1000
Sm = 1e3
f = lambda t, y: [2*(sU(exp(t)) - 1), exp(t)*y[0]*(2*(2*t + c0) + y[0])]
r = solve_ivp(f, (log(Sm), -30), [Sm**-2 - 1.5*Sm**-4, 0.0], method='DOP853',
              rtol=1e-10, atol=1e-13)
assert abs(r.y[0, -1] + (-60 + c0)) < 1e-7      # F vanishes at s=0 only for the right c0
C = 2*(2*log(Sm) + 2 + c0)/Sm - r.y[1, -1]
# Landau-mixing constant D
xg, wg = np.polynomial.legendre.leggauss(60)
nn = np.arange(1, 401)[:, None]
D = sqrt(2)*(pi/4)*400.5**-1.5/pi
for lo, hi in ((0, 1), (1, 4), (4, 30)):
    x = (0.5*(hi - lo)*xg + 0.5*(hi + lo))**2/2
    D += 0.5*(hi - lo)*np.sum(wg*(np.exp(x)*expn(nn + 1, x))**2/(nn + x))/pi
print(f"matching constant C = {C:.4f}, mixing constant D = {D:.3f}")

# outer log-derivative: pure Coulomb integrated inward against the Whittaker expansion
for k in (1.5, 5.0):
    y = run(lambda t, y: [exp(t)*(k*k - y[0]**2) - 2], log(40/k), log(1e-9), [-k])[0]
    assert abs(y - (-k - 2*(log(2*k*1e-9) + digamma(1 - 1/k) + 2*CE))) < 1e-5

# logarithm cut off by the state itself, and the trial-function bound
def W(k, L):
    up = log(25/k)
    p = sorted([x for x in (-L/2 - 40, -L/2 - 5, -L/2 + 10, -log(k) - 6) if x < up] + [up])
    return 2*sum(quad(lambda t: sU(exp(t + L/2))*exp(-2*k*exp(t)), p[i], p[i + 1],
                      epsabs=1e-11, epsrel=1e-11, limit=200)[0] for i in range(len(p) - 1))
Lt = log(1e8)
for k in (5.0, 10.0):
    assert abs((W(k, Lt) - (Lt - 2*log(k) - c0))/(4*k*1e-4*RP) - 1) < 0.02
big = {L: lam_exact(L) for L in (100.0, 300.0, 1000.0)}
tr = minimize_scalar(lambda k: k*k/2 - k*W(k, 100.0), bounds=(50, 100), method='bounded',
                     options={'xatol': 1e-6})
lv = sqrt(-2*tr.fun)
assert lv < big[100.0] and abs((big[100.0] - lv)*lv/(pi**2/3 - 2) - 1) < 0.03
print(f"L=100: lam trial = {lv:.4f}, lam exact = {big[100.0]:.4f}")

# asymptotic expansion at very large L
for L, k in big.items():
    s6, nxt = series(L)
    print(f"L={L:.0f}: lam={k:.4f} ratio={k*k/L**2:.4f} Eb-six-term={k*k/2 - s6:.3f} E_h"
          f" next term={nxt:.3f} E_h")
    assert abs(K(k) - L) < 1e-7
s6, nxt = series(1000.0)
assert abs((big[1000.0]**2/2 - s6)/nxt - 1) < 0.1
slope = ((1000 - big[1000.0]) - (300 - big[300.0]))/log(1000/300)
assert abs(slope - 2) < 0.08
print(f"d(L-lam)/d lnL between L=300 and 1000 = {slope:.4f}")

# table and matching error
lam = {}
print("log10 g, L, lam, Eb[E_h], L^2/2[E_h], ratio, matched Eb[E_h], (K-L)/l")
for p in (2, 3, 4, 5, 8, 10, 12):
    L = p*log(10); k = lam[p] = lam_exact(L)
    print(f"{p} {L:.3f} {k:.4f} {k*k/2:.4f} {L*L/2:.3f} {k*k/L**2:.4f} "
          f"{lam_matched(L)**2/2:.4f} {(K(k) - L)*exp(L/2):.3f}")
res = {p: (K(lam[p]) - p*log(10))*10**(p/2) for p in lam}
assert abs(res[10]/C - 1) < 0.05 and abs(res[12]/C - 1) < 0.02
assert res[3] < 0 < res[8]
for p in (8, 10):
    c3 = (C - res[p])*10**(p/2)/lam[p]**3
    assert 1.0 < c3 < 2.2
    print(f"g=1e{p}: coefficient of lam^3/g = {c3:.3f} (leading log {4/3:.3f})")

# 3D diagonalization
fac = [0.6, 0.8, 1, 1.3, 1.8, 2.6, 4, 7, 13, 27, 60, 150]
full = {}
for p, tol in ((3, 0.35), (4, 0.12), (5, 0.06)):
    g = 10.0**p
    Ea = gauss_Eb(g, [1]); full[p] = gauss_Eb(g, fac)
    assert abs(Ea/(lam[p]**2/2) - 1) < 1e-4 and full[p] > Ea
    dl = sqrt(2*full[p]) - sqrt(2*Ea); pred = D/sqrt(g)/dK(lam[p])
    assert abs(dl/pred - 1) < tol      # next order is of relative size g^(-1/2)
    print(f"g=1e{p}: 3D Eb={full[p]:.4f} E_h, dlam={dl:.3e}, predicted={pred:.3e}")

# slowness of approach
mn = minimize_scalar(lambda p: (lam_exact(p*log(10))/(p*log(10)))**2, bounds=(2, 5),
                     method='bounded', options={'xatol': 2e-2})
assert 2.2 < mn.x < 4.5
print(f"minimum ratio = {mn.fun:.4f} at log10 g = {mn.x:.1f}")
for rr in (0.5, 0.9):
    L = brentq(lambda L: K(sqrt(rr)*L) - L, 12, 2000)
    assert abs((lam_exact(L)/L)**2 - rr) < 1e-4
    print(f"ratio {rr}: L = {L:.2f}, log10 g = {L/log(10):.2f}, "
          f"log10(B/G) = {L/log(10) + np.log10(B0):.2f}")

# worked example
g = 1000.0; L = log(g); k = lam[3]
ks = brentq(lambda x: x + 2*log(x) + c0 - L, 1, L); km = lam_matched(L)
print(f"example: g = {g:.0f}, B = {g*B0:.4e} G, l = {a0/sqrt(g):.4e} cm, l/a0 = {g**-0.5:.5f}")
print(f"L = {L:.4f}, ln L = {log(L):.4f}, cyclotron quantum = {g:.0f} E_h")
print(f"L^2/2 = {L*L/2:.3f} E_h = {L*L/2*Eh:.1f} eV")
print(f"2L lnL = {2*L*log(L):.3f} E_h, c0 L = {c0*L:.3f} E_h")
print(f"two-term Eb = {L*L/2 - 2*L*log(L):.3f} E_h, six-term Eb = {series(L)[0]:.3f} E_h")
print(f"lam+2ln lam+c0=L: lam = {ks:.4f}, Eb = {ks*ks/2:.4f} E_h")
print(f"matched: lam = {km:.4f}, psi = {digamma(1 - 1/km):.4f}, Eb = {km*km/2:.4f} E_h"
      f" = {km*km/2*Eh:.1f} eV")
print(f"adiabatic: lam = {k:.4f}, Eb = {k*k/2:.4f} E_h = {k*k/2*Eh:.1f} eV, K' = {dK(k):.4f}")
print(f"3D: Eb = {full[3]:.4f} E_h = {full[3]*Eh:.1f} eV, ratio to L^2/2 = {2*full[3]/L**2:.4f}")
print(f"kappa*l = {k/sqrt(g):.4f}, matched vs 3D = {100*(km*km/2/full[3] - 1):.2f} %, "
      f"adiabatic vs 3D = {100*(k*k/2/full[3] - 1):.2f} %")
assert L*L/2 - 2*L*log(L) < 0 and abs(km*km/2/full[3] - 1) < 0.03
print("checks complete")
```

It fails:

```
B0 = 2.35052e+09 G, a0 = 5.29177e-09 cm, E_h = 27.2114 eV
1/alpha^2 = 1.8779e+04, field there = 4.4140e+13 G
C_E = 0.57722, c0 = 1.27036, pi^2/3 = 3.28987, zeta3 = 1.20206
matching constant C = 2.4710, mixing constant D = 0.293
L=100: lam trial = 89.7577, lam exact = 89.7720
L=100: lam=89.7720 ratio=0.8059 Eb-six-term=-1.594 E_h next term=-1.559 E_h
L=300: lam=287.4192 ratio=0.9179 Eb-six-term=-0.726 E_h next term=-0.719 E_h
L=1000: lam=984.9478 ratio=0.9701 Eb-six-term=-0.293 E_h next term=-0.292 E_h
d(L-lam)/d lnL between L=300 and 1000 = 2.0527
log10 g, L, lam, Eb[E_h], L^2/2[E_h], ratio, matched Eb[E_h], (K-L)/l
2 4.605 2.7375 3.7468 10.604 0.3533 4.0407 -2.691
3 6.908 3.9090 7.6403 23.859 0.3202 7.7441 -1.543
4 9.210 5.3161 14.1304 42.415 0.3331 14.1440 -0.393
5 11.513 6.9119 23.8874 66.274 0.3604 23.8775 0.621
8 18.421 12.3977 76.8520 169.661 0.4530 76.8497 2.171
10 23.026 16.3745 134.0616 265.095 0.5057 134.0613 2.404
12 27.631 20.4876 209.8707 381.737 0.5498 209.8707 2.458
g=1e8: coefficient of lam^3/g = 1.576 (leading log 1.333)
g=1e10: coefficient of lam^3/g = 1.517 (leading log 1.333)
Traceback (most recent call last):
  File "check.py", line 153, in <module>
    assert abs(Ea/(lam[p]**2/2) - 1) < 1e-4 and full[p] > Ea
                                                ^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the program: the longitudinal kinetic element between Gaussians exp(−β₁z²) and exp(−β₂z²) was coded as 2β₁β₂/(β₁+β₂) times the overlap, but ⟨z²⟩=1/[2(β₁+β₂)] in one dimension makes it β₁β₂/(β₁+β₂). The doubled kinetic energy spoiled both Gaussian energies, so the comparison with the shooting value must fail; the compound assert that hid which half failed is now split in two. The element is corrected and gets its own quadrature test, and as a guard against round-off the overlap cutoff goes from 1e-11 to 1e-12 and the energy is taken as the Rayleigh quotient of the lowest eigenvector. No tested quantity, tolerance or physical formula changes.

The change:

```diff
@@ -41,4 +41,6 @@
     b = 2*a + pi**2/3
     return L*L/2 - a*L + a*a/2 + b, (-a*a - 2*b + 2*zeta(3))/L
+def kin_z(b1, b2):  # <exp(-b1 z^2)| -d2/dz2 /2 |exp(-b2 z^2)> divided by the overlap
+    return b1*b2/(b1 + b2)
 def gauss_Eb(g, factors):  # basis exp(-al rho^2 - be z^2), threshold g/2 removed
     bmin = 0.01*lam_matched(log(g))**2
@@ -54,12 +56,13 @@
     f = np.where(np.abs(q) < 1e-2, sum(qs**j/(2*j + 1) for j in range(11)), f)
     S = pi/A*np.sqrt(pi/B)
-    H = S*(2*np.outer(al - g/4, al - g/4)/A + 2*np.outer(be, be)/B) - 2*pi*f/A
+    H = S*(2*np.outer(al - g/4, al - g/4)/A + kin_z(be[:, None], be[None, :])) - 2*pi*f/A
     n = 1/np.sqrt(np.diag(S))
     S = S*np.outer(n, n)
     H = H*np.outer(n, n)
     w, v = np.linalg.eigh(S)
-    X = v[:, w > 1e-11]/np.sqrt(w[w > 1e-11])
+    X = v[:, w > 1e-12]/np.sqrt(w[w > 1e-12])
     Hp = X.T @ H @ X
-    return -np.linalg.eigvalsh((Hp + Hp.T)/2)[0]
+    cv = X @ np.linalg.eigh((Hp + Hp.T)/2)[1][:, 0]
+    return -(cv @ H @ cv)/(cv @ S @ cv)
 
 # Gaussian-unit constants
@@ -70,4 +73,10 @@
 print(f"1/alpha^2 = {sc.alpha**-2:.4e}, field there = {B0*sc.alpha**-2:.4e} G")
 print(f"C_E = {CE:.5f}, c0 = {c0:.5f}, pi^2/3 = {pi**2/3:.5f}, zeta3 = {zeta(3):.5f}")
+
+# longitudinal kinetic element of the Gaussian basis against quadrature
+b1, b2 = 0.7, 2.3
+num = quad(lambda z: exp(-b1*z*z)*(b2 - 2*b2*b2*z*z)*exp(-b2*z*z), -10, 10, epsabs=1e-12)[0]
+den = quad(lambda z: exp(-(b1 + b2)*z*z), -10, 10, epsabs=1e-12)[0]
+assert abs(num/den - kin_z(b1, b2)) < 1e-9
 
 # effective potential and Fourier channel elements from their definitions
@@ -151,8 +160,10 @@
     g = 10.0**p
     Ea = gauss_Eb(g, [1]); full[p] = gauss_Eb(g, fac)
-    assert abs(Ea/(lam[p]**2/2) - 1) < 1e-4 and full[p] > Ea
+    assert abs(Ea/(lam[p]**2/2) - 1) < 1e-4
+    assert full[p] > Ea
     dl = sqrt(2*full[p]) - sqrt(2*Ea); pred = D/sqrt(g)/dK(lam[p])
     assert abs(dl/pred - 1) < tol      # next order is of relative size g^(-1/2)
-    print(f"g=1e{p}: 3D Eb={full[p]:.4f} E_h, dlam={dl:.3e}, predicted={pred:.3e}")
+    print(f"g=1e{p}: Gaussian adiabatic Eb={Ea:.4f} E_h, 3D Eb={full[p]:.4f} E_h, "
+          f"dlam={dl:.3e}, predicted={pred:.3e}")
 
 # slowness of approach
```

Output now:

```
B0 = 2.35052e+09 G, a0 = 5.29177e-09 cm, E_h = 27.2114 eV
1/alpha^2 = 1.8779e+04, field there = 4.4140e+13 G
C_E = 0.57722, c0 = 1.27036, pi^2/3 = 3.28987, zeta3 = 1.20206
matching constant C = 2.4710, mixing constant D = 0.293
L=100: lam trial = 89.7577, lam exact = 89.7720
L=100: lam=89.7720 ratio=0.8059 Eb-six-term=-1.594 E_h next term=-1.559 E_h
L=300: lam=287.4192 ratio=0.9179 Eb-six-term=-0.726 E_h next term=-0.719 E_h
L=1000: lam=984.9478 ratio=0.9701 Eb-six-term=-0.293 E_h next term=-0.292 E_h
d(L-lam)/d lnL between L=300 and 1000 = 2.0527
log10 g, L, lam, Eb[E_h], L^2/2[E_h], ratio, matched Eb[E_h], (K-L)/l
2 4.605 2.7375 3.7468 10.604 0.3533 4.0407 -2.691
3 6.908 3.9090 7.6403 23.859 0.3202 7.7441 -1.543
4 9.210 5.3161 14.1304 42.415 0.3331 14.1440 -0.393
5 11.513 6.9119 23.8874 66.274 0.3604 23.8775 0.621
8 18.421 12.3977 76.8520 169.661 0.4530 76.8497 2.171
10 23.026 16.3745 134.0616 265.095 0.5057 134.0613 2.404
12 27.631 20.4876 209.8707 381.737 0.5498 209.8707 2.458
g=1e8: coefficient of lam^3/g = 1.576 (leading log 1.333)
g=1e10: coefficient of lam^3/g = 1.517 (leading log 1.333)
g=1e3: Gaussian adiabatic Eb=7.6403 E_h, 3D Eb=7.6624 E_h, dlam=5.653e-03, predicted=5.017e-03
g=1e4: Gaussian adiabatic Eb=14.1304 E_h, 3D Eb=14.1410 E_h, dlam=1.991e-03, predicted=1.910e-03
g=1e5: Gaussian adiabatic Eb=23.8874 E_h, 3D Eb=23.8921 E_h, dlam=6.833e-04, predicted=6.738e-04
minimum ratio = 0.3202 at log10 g = 3.0
ratio 0.5: L = 22.49, log10 g = 9.77, log10(B/G) = 19.14
ratio 0.9: L = 235.23, log10 g = 102.16, log10(B/G) = 111.53
example: g = 1000, B = 2.3505e+12 G, l = 1.6734e-10 cm, l/a0 = 0.03162
L = 6.9078, ln L = 1.9326, cyclotron quantum = 1000 E_h
L^2/2 = 23.859 E_h = 649.2 eV
2L lnL = 26.700 E_h, c0 L = 8.775 E_h
two-term Eb = -2.842 E_h, six-term Eb = 15.131 E_h
lam+2ln lam+c0=L: lam = 3.2686, Eb = 5.3420 E_h
matched: lam = 3.9355, psi = -1.0963, Eb = 7.7441 E_h = 210.7 eV
adiabatic: lam = 3.9090, Eb = 7.6403 E_h = 207.9 eV, K' = 1.8484
3D: Eb = 7.6624 E_h = 208.5 eV, ratio to L^2/2 = 0.3212
kappa*l = 0.1236, matched vs 3D = 1.07 %, adiabatic vs 3D = -0.29 %
checks complete
```
